# Hooke's atom in a weak trap: separation and energy: test program

```python
"""
Low-frequency expansion of Hooke's atom (two electrons in a harmonic trap).
Result under test, in atomic units (hbar = m = e = 1):
  r0 = (2/omega^2)^(1/3)                       classical separation
  E  = 3*2^(-4/3) omega^(2/3) + (3+sqrt(3))/2 omega
       + (7/36)*2^(-2/3) omega^(4/3) + O(omega^(5/3))
omega: trap frequency; r: electron separation; l: relative angular momentum.
The relative radial function u = r*psi obeys
  -u'' + [omega^2 r^2/4 + 1/r + l(l+1)/r^2] u = eps u,  E = eps + 3 omega/2.
Reference values come from a Galerkin solution of this equation, and from
the full six-dimensional classical potential.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize

ROOT3 = np.sqrt(3.0)
C_CLASSICAL = 3 * 2 ** (-4 / 3)
C_ZERO_POINT = (3 + ROOT3) / 2
C_ANHARMONIC = 7 / 36 * 2 ** (-2 / 3)


def classical_separation(omega):
    return (2 / omega**2) ** (1 / 3)


def gaussian_spread(omega):
    return 1 / np.sqrt(ROOT3 * omega)


def expansion_terms(omega):
    return np.array([C_CLASSICAL * omega ** (2 / 3),
                     C_ZERO_POINT * omega,
                     C_ANHARMONIC * omega ** (4 / 3)])


def solve_atom(omega, l=0, inner=0.0, size=120):
    """Lowest state for given l; u vanishes at inner and at a far radius."""
    outer = classical_separation(omega) + 12 * gaussian_spread(omega)
    half = (outer - inner) / 2
    x, w = np.polynomial.legendre.leggauss(size + 20)
    r = inner + half * (1 + x)
    weight = w * half
    legendre = np.polynomial.legendre.legvander(x, size + 1)
    k = np.arange(size)
    norm = 1 / np.sqrt(4 * k + 6)
    basis = (legendre[:, :size] - legendre[:, 2:size + 2]) * norm
    slope = -(2 * k + 3) * legendre[:, 1:size + 1] * norm / half

    def matrix(functions, factor):
        return functions.T @ ((weight * factor)[:, None] * functions)

    kinetic = matrix(slope, np.ones_like(r))
    kinetic = kinetic + l * (l + 1) * matrix(basis, 1 / r**2)
    trap = matrix(basis, omega**2 * r**2 / 4)
    repulsion = matrix(basis, 1 / r)
    overlap = matrix(basis, np.ones_like(r))
    value, vector = eigh(kinetic + trap + repulsion, overlap,
                         subset_by_index=[0, 0])
    c = vector[:, 0]
    density = weight * (basis @ c) ** 2
    mean = np.sum(density * r)
    return {"E": value[0] + 1.5 * omega,
            "T": c @ kinetic @ c + 0.75 * omega,
            "Vext": c @ trap @ c + 0.75 * omega,
            "Vee": c @ repulsion @ c,
            "mean": mean,
            "spread": np.sqrt(np.sum(density * (r - mean) ** 2))}


# Closed-form states at two frequencies: symbolic proof, then solver check.
s = sp.symbols("s", positive=True)
closed_forms = [
    (sp.Rational(1, 2), sp.Rational(5, 4), 1 + s / 2),
    (sp.Rational(1, 10), sp.Rational(7, 20), 1 + s / 2 + s**2 / 20)]
for freq, eps, poly in closed_forms:
    u = s * poly * sp.exp(-freq * s**2 / 4)
    equation = -sp.diff(u, s, 2) + (freq**2 * s**2 / 4 + 1 / s - eps) * u
    assert sp.simplify(equation * sp.exp(freq * s**2 / 4)) == 0
    total = float(eps + sp.Rational(3, 2) * freq)
    assert abs(solve_atom(float(freq))["E"] - total) < 1e-9

# Classical minimum and normal modes in all six coordinates.
# Lengths are in omega^(-2/3), energies in omega^(2/3), so that the
# Hessian eigenvalues are squared mode frequencies divided by omega^2.


def classical_energy(y):
    return 0.5 * y @ y + 1 / np.linalg.norm(y[:3] - y[3:])


start = np.array([0.9, 0.2, -0.3, -0.4, 0.5, 0.1])
found = minimize(classical_energy, start, method="BFGS",
                 options={"gtol": 1e-7})
scaled_separation = np.linalg.norm(found.x[:3] - found.x[3:])
assert abs(scaled_separation - classical_separation(1.0)) < 1e-4
assert abs(found.fun - C_CLASSICAL) < 1e-8
step = 1e-3
shifts = step * np.eye(6)
hessian = np.zeros((6, 6))
for i in range(6):
    for j in range(6):
        a, b = shifts[i], shifts[j]
        hessian[i, j] = (classical_energy(found.x + a + b)
                         - classical_energy(found.x + a - b)
                         - classical_energy(found.x - a + b)
                         + classical_energy(found.x - a - b)) / (4 * step**2)
modes = np.linalg.eigvalsh(hessian)
assert np.allclose(modes, [0, 0, 1, 1, 1, 3], atol=2e-4)
mode_zero_point = 0.5 * np.sum(np.sqrt(modes[2:]))
assert abs(mode_zero_point - C_ZERO_POINT) < 2e-4

# Coefficients extracted from quantum eigenvalues alone:
# E/omega^(2/3) is interpolated by a polynomial in t = omega^(1/3).
t = np.array([0.03, 0.05, 0.07, 0.09, 0.11, 0.13])
scaled_energy = np.array([solve_atom(v**3)["E"] / v**2 for v in t])
coefficients = np.linalg.solve(np.vander(t / 0.1, increasing=True),
                               scaled_energy) / 0.1 ** np.arange(6)
assert abs(coefficients[0] - C_CLASSICAL) < 1e-7
assert abs(coefficients[1] - C_ZERO_POINT) < 1e-5
assert abs(coefficients[2] - C_ANHARMONIC) < 5e-4

# Power of the remainder after three terms.
remainders = [solve_atom(v)["E"] - expansion_terms(v).sum()
              for v in (1e-5, 1e-4)]
remainder_power = np.log10(remainders[1] / remainders[0])
assert abs(remainder_power - 5 / 3) < 0.05

# Mean separation, spread and triplet gap close to the limit.
low = 1e-5
r0_low = classical_separation(low)
state_low = solve_atom(low)
stretch = np.sqrt(1 / (6 * r0_low))
assert abs(state_low["mean"] / r0_low - 1 - stretch) < 1e-3
assert abs(state_low["spread"] / gaussian_spread(low) - 1) < 0.05
gap_low = solve_atom(low, l=1)["E"] - state_low["E"]
assert abs(gap_low * r0_low**2 / 2 - 1 - stretch) < 2e-3


def energy_parts(omega):
    """Kinetic, trap and repulsion energies from the three-term expansion."""
    e_cl, e_zp, e_an = expansion_terms(omega)
    return {"T": e_zp / 2 + e_an,
            "Vext": e_cl / 3 + e_zp / 2 + 2 * e_an / 3,
            "Vee": 2 * e_cl / 3 - 2 * e_an / 3}


# Energy parts, and the effect of a wall moved from r = 0 to r0/4.
probe = 1e-4
state_probe = solve_atom(probe)
for name, estimate in energy_parts(probe).items():
    assert abs(state_probe[name] - estimate) < 0.2 * probe ** (5 / 3)
wall = classical_separation(probe) / 4
wall_shift = solve_atom(probe, inner=wall)["E"] - state_probe["E"]
assert abs(wall_shift) < 1e-5 * probe

# Worked example.
omega = 0.01
r0 = classical_separation(omega)
terms = expansion_terms(omega)
state = solve_atom(omega)
triplet = solve_atom(omega, l=1)
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
hartree_ev = hartree / const.e
# Separation from dimensional constants; e^2 in Gaussian form is
# e^2/(4 pi eps0) in SI.
e_squared = const.e**2 / (4 * const.pi * const.epsilon_0)
omega_si = omega * hartree / const.hbar
r0_si = (2 * e_squared / (const.m_e * omega_si**2)) ** (1 / 3)
assert abs(r0_si / (r0 * bohr) - 1) < 1e-7

print("COEFFICIENTS (atomic units): formula, from eigenvalues")
print(f"omega^(2/3): {C_CLASSICAL:.7f}  {coefficients[0]:.7f}")
print(f"omega^1:     {C_ZERO_POINT:.6f}  {coefficients[1]:.6f}")
print(f"omega^(4/3): {C_ANHARMONIC:.5f}  {coefficients[2]:.5f}")
print(f"power of omega in the remainder: {remainder_power:.3f}")
print("squared mode frequencies / omega^2:",
      " ".join(f"{abs(v):.3f}" for v in modes))
print(f"EXAMPLE: omega = {omega} atomic units")
print(f"classical separation r0 = {r0:.3f} bohr = {r0_si * 1e9:.4f} nm")
print(f"small parameter a0/r0 = {1 / r0:.5f}")
print(f"classical energy = {terms[0]:.6f} hartree")
print(f"centre-of-mass zero-point = {1.5 * omega:.6f} hartree")
print(f"radial zero-point = {ROOT3 * omega / 2:.6f} hartree")
print(f"total zero-point = {terms[1]:.6f} hartree")
print(f"anharmonic term = {terms[2]:.6f} hartree")
print(f"two-term energy = {terms[:2].sum():.6f} hartree")
print(f"three-term energy = {terms.sum():.6f} hartree")
print(f"numerical energy = {state['E']:.6f} hartree"
      f" = {state['E'] * hartree_ev:.4f} eV")
print(f"mean separation: estimate {r0 * (1 + np.sqrt(1 / (6 * r0))):.3f},"
      f" numerical {state['mean']:.3f} bohr")
print(f"spread of r: estimate {gaussian_spread(omega):.3f},"
      f" numerical {state['spread']:.3f} bohr")
print(f"estimated spread / r0 = {gaussian_spread(omega) / r0:.4f}")
print(f"triplet gap: estimate {2 / r0**2:.6f},"
      f" numerical {triplet['E'] - state['E']:.6f} hartree")
for name, estimate in energy_parts(omega).items():
    print(f"{name}: estimate {estimate:.6f},"
          f" numerical {state[name]:.6f} hartree")
print(f"numerical T/Vee = {state['T'] / state['Vee']:.4f}")
print("TABLE: omega; energies in hartree: numerical, classical,")
print("two-term, three-term; two-term error in percent; T/Vee")
for value in (0.5, 0.1, 0.01, 0.001, 0.0001):
    row = solve_atom(value)
    sums = np.cumsum(expansion_terms(value))
    error = 100 * (sums[1] / row["E"] - 1)
    print(f"{value:g}  {row['E']:.7f}  {sums[0]:.7f}  {sums[1]:.7f}"
          f"  {sums[2]:.7f}  {error:.4f}  {row['T'] / row['Vee']:.4f}")
print(f"energy shift, wall at r0/4, omega = {probe:g}:"
      f" {wall_shift:.1e} hartree")
print("all good")
```

Running it gives:

```
COEFFICIENTS (atomic units): formula, from eigenvalues
omega^(2/3): 1.1905508  1.1905508
omega^1:     2.366025  2.366026
omega^(4/3): 0.12249  0.12246
power of omega in the remainder: 1.672
squared mode frequencies / omega^2: 0.000 0.000 1.000 1.000 1.000 3.000
EXAMPLE: omega = 0.01 atomic units
classical separation r0 = 27.144 bohr = 1.4364 nm
small parameter a0/r0 = 0.03684
classical energy = 0.055260 hartree
centre-of-mass zero-point = 0.015000 hartree
radial zero-point = 0.008660 hartree
total zero-point = 0.023660 hartree
anharmonic term = 0.000264 hartree
two-term energy = 0.078921 hartree
three-term energy = 0.079185 hartree
numerical energy = 0.079205 hartree = 2.1553 eV
mean separation: estimate 29.271, numerical 29.367 bohr
spread of r: estimate 7.598, numerical 7.437 bohr
estimated spread / r0 = 0.2799
triplet gap: estimate 0.002714, numerical 0.002770 hartree
T: estimate 0.012094, numerical 0.012127 hartree
Vext: estimate 0.030426, numerical 0.030444 hartree
Vee: estimate 0.036664, numerical 0.036635 hartree
numerical T/Vee = 0.3310
TABLE: omega; energies in hartree: numerical, classical,
two-term, three-term; two-term error in percent; T/Vee
0.5  2.0000000  0.7500000  1.9330127  1.9816238  -3.3494  1.4849
0.1  0.5000000  0.2564964  0.4930989  0.4987845  -1.3802  0.7624
0.01  0.0792053  0.0552605  0.0789207  0.0791846  -0.3593  0.3310
0.001  0.0142842  0.0119055  0.0142715  0.0142838  -0.0886  0.1508
0.0001  0.0028021  0.0025650  0.0028016  0.0028021  -0.0206  0.0695
energy shift, wall at r0/4, omega = 0.0001: 5.3e-14 hartree
all good
```
